\section*{The Acoustic Sum Rule for Born Effective Charges in Insulators}

\section{Definitions and conventions}

A crystal has a primitive cell of volume $\Omega$. Ion $j$ of the cell carries core charge $Z_je$, with $e>0$, and the cell holds $N$ electrons of charge $-e$. Let $\mathbf u_j$ be a displacement of sublattice $j$, equal in every cell. Cartesian directions are $a,b$, and repeated direction indices are summed. The Born effective-charge tensor is
\begin{equation}
Z^*_{j,ab}=\frac{\Omega}{e}\left.\frac{\partial P_a}{\partial u_{jb}}\right|_{\boldsymbol{\mathcal E}=0},
\label{def}
\end{equation}
where $\boldsymbol{\mathcal E}$ is the macroscopic electric field. Microscopic fields that vary within the cell remain and respond to the displacement. The polarization $\mathbf P$ enters through its changes, defined by the cell-averaged current density that flows while the ions move slowly:
\begin{equation}
\frac{dP_a}{dt}=J_a .
\label{current}
\end{equation}

The statement to be shown is
\begin{equation}
\sum_j Z^*_{j,ab}=0\qquad\text{for each } a,b,
\label{rule}
\end{equation}
for a neutral cell, $\sum_jZ_j=N$, whose electrons fill whole bands below a gap. The treatment is a mean-field one with a local potential. All sources of the potential belong to the ions being summed. The ions need not be at equilibrium, since forces on them do not enter the definition.

If every sublattice has the same displacement $\mathbf s$, the chain rule gives
\begin{equation}
dP_a=\sum_j\frac{\partial P_a}{\partial u_{jb}}\,ds_b
=\frac e\Omega\Big(\sum_jZ^*_{j,ab}\Big)ds_b .
\label{chain}
\end{equation}
The sum in (\ref{rule}) is therefore the polarization response to rigid translation. It remains to find the current in a slowly translated crystal.

\section{The potential moves rigidly}

The ionic potential energy of an electron becomes $V_{\rm ion}(\mathbf r-\mathbf s)$. Suppose that the electron density becomes $n(\mathbf r-\mathbf s)$. The Coulomb interaction depends on $\mathbf r-\mathbf r'$, so the Hartree potential is shifted by $\mathbf s$; a local exchange potential, a function of the density at the same point, is shifted too. The mean-field Hamiltonian is then the old one displaced by $\mathbf s$, and its filled states give the supposed density. The self-consistent solution thus moves rigidly:
\begin{equation}
V(\mathbf r,t)=V(\mathbf r-\mathbf s(t)),\qquad
\frac{\partial V}{\partial t}=-\dot s_b\,\partial_bV .
\label{rigid}
\end{equation}

Slow motion could add a potential proportional to $\dot{\mathbf s}$. A static potential drives no current in filled bands, as shown below, and the rate of change of this addition is of second order in slowness. It does not affect the current at first order.

\section{Current of the filled bands}

Write a Bloch function as $\psi_{v\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\varphi_{v\mathbf k}$. With $\hat{\mathbf k}=-i\nabla$, the periodic part $\varphi_{v\mathbf k}$, denoted $|v\rangle$, is an eigenstate of
\begin{equation}
H_{\mathbf k}=\frac{\hbar^2}{2m}(\hat{\mathbf k}+\mathbf k)^2+V,
\qquad H_{\mathbf k}|v\rangle=E_v|v\rangle .
\label{hk}
\end{equation}
The potential stays periodic during the motion, so $\mathbf k$ is conserved. Apart from a phase, the evolving state is $|v\rangle+|\delta\rangle$, with $|\delta\rangle$ of first order in the rate of change. Inserting this in the Schr\"odinger equation and dropping $|\dot\delta\rangle$, which is of second order, gives for $c\ne v$
\begin{equation}
i\hbar\langle c|\dot v\rangle=\Delta_{cv}\langle c|\delta\rangle,
\qquad \Delta_{cv}=E_c-E_v .
\label{adiabatic}
\end{equation}
Differentiating $H_{\mathbf k}|v\rangle=E_v|v\rangle$ in time and projecting on $\langle c|$ gives $\langle c|\dot v\rangle=-\langle c|\dot V|v\rangle/\Delta_{cv}$. Hence
\begin{equation}
\langle c|\delta\rangle=-\,\frac{i\hbar\,\langle c|\dot V|v\rangle}{\Delta_{cv}^2}.
\label{delta}
\end{equation}

The velocity operator is $\hbar(\hat k_a+k_a)/m=\hbar^{-1}\partial H_{\mathbf k}/\partial k_a$. Its expectation value in $|v\rangle$ is $\hbar^{-1}\partial E_v/\partial k_a$. This is the derivative of a periodic function of $\mathbf k$, so its average over a filled band vanishes: static filled bands carry no current. Between different states the constant $k_a$ drops out. With $k^a_{cv}=\langle c|\hat k_a|v\rangle$, the first-order velocity is
\begin{equation}
v_a=2\,\mathrm{Re}\sum_{c\ne v}\frac{\hbar}{m}k^a_{vc}\langle c|\delta\rangle
=-2\,\mathrm{Re}\sum_{c\ne v}\frac{i\hbar^2}{m}
\frac{k^a_{vc}\langle c|\dot V|v\rangle}{\Delta_{cv}^2}.
\label{velocity}
\end{equation}

For rigid motion, $[\hat k_b,H_{\mathbf k}]=[\hat k_b,V]=-i\partial_bV$. Thus $-\partial_bV=-i[\hat k_b,H_{\mathbf k}]$, and (\ref{rigid}) gives
\begin{equation}
\langle c|\dot V|v\rangle
=-i\dot s_b\,k^b_{cv}(E_v-E_c)=i\dot s_b\,\Delta_{cv}k^b_{cv}.
\label{comm}
\end{equation}
Substitution in (\ref{velocity}), with $-i\cdot i=1$, yields
\begin{equation}
v_a=\dot s_b\,\frac{2\hbar^2}{m}\,\mathrm{Re}\sum_{c\ne v}
\frac{k^a_{vc}k^b_{cv}}{\Delta_{cv}} .
\label{follow}
\end{equation}

The sum over states is fixed by the band curvature. Replacing $\mathbf k$ by $\mathbf k+\mathbf q$ in (\ref{hk}) adds $\hbar^2\mathbf q\cdot(\hat{\mathbf k}+\mathbf k)/m+\hbar^2q^2/2m$. The last term contributes in first-order perturbation theory and the other in second order. Collecting the terms quadratic in $\mathbf q$,
\begin{equation}
\frac{\partial^2E_v}{\partial k_a\partial k_b}
=\frac{\hbar^2}{m}\delta_{ab}
-\frac{2\hbar^4}{m^2}\,\mathrm{Re}\sum_{c\ne v}
\frac{k^a_{vc}k^b_{cv}}{\Delta_{cv}} .
\label{fsum}
\end{equation}
Multiplying (\ref{fsum}) by $m/\hbar^2$ and inserting it in (\ref{follow}),
\begin{equation}
v_a=\dot s_b\left[\delta_{ab}-\frac m{\hbar^2}
\frac{\partial^2E_v}{\partial k_a\partial k_b}\right].
\label{lag}
\end{equation}
An electron follows the lattice except for a part set by the curvature of its band.

\section{The sum rule and the role of the gap}

Let $\langle\cdots\rangle_{\mathbf k}$ be the average over the Brillouin zone, $f_{v\mathbf k}$ the occupation, and let $v$ count spin states separately. Take the occupations equal at $\mathbf k$ and $-\mathbf k$. Since $V$ is real, $E_v(-\mathbf k)=E_v(\mathbf k)$, so the static velocities at these two points are opposite and cancel in a partly filled band too. Define
\begin{equation}
D_{ab}=\frac m{\hbar^2}\sum_v\left\langle f_{v\mathbf k}
\frac{\partial^2E_v}{\partial k_a\partial k_b}\right\rangle_{\mathbf k}.
\label{drude}
\end{equation}
The ions contribute $e\sum_jZ_j\dot s_a$ to $\Omega J_a$, and each electron contributes $-ev_a$. With (\ref{lag}),
\begin{equation}
\Omega J_a=e\Big[\Big(\sum_jZ_j-N\Big)\delta_{ab}+D_{ab}\Big]\dot s_b .
\end{equation}
Comparison with (\ref{current}) and (\ref{chain}), for arbitrary $\dot{\mathbf s}$, gives
\begin{equation}
\sum_jZ^*_{j,ab}=\Big(\sum_jZ_j-N\Big)\delta_{ab}+D_{ab}.
\label{general}
\end{equation}

Neutrality removes the first term. In an insulator $f_{v\mathbf k}=1$ throughout each filled band. Then $D_{ab}$ is the zone average of the derivative of the periodic function $\partial E_v/\partial k_b$, which is zero, and (\ref{rule}) follows. If filled bands touch one another, the terms of (\ref{fsum}) that couple two filled states cancel in the sum over $v$, because $\Delta_{cv}$ changes sign under exchange while the real part of the numerator does not. What remains has denominators no smaller than the gap. It is the curvature of the summed energy of the filled bands, which is smooth and periodic, and the average again vanishes.

In a partly filled band the average covers part of the zone and $D_{ab}$ can survive; it is the Drude weight in units of electrons per cell. The left side of (\ref{general}) is then a dynamical charge, for motion slow compared with interband frequencies but fast compared with scattering, so that the occupations of $\mathbf k$ persist. Two limits show its meaning. For free electrons, $E=\hbar^2k^2/2m$ gives $D_{ab}=N\delta_{ab}$: the electrons stay behind and the bare cores carry the current. For a flat band $D_{ab}=0$, and the electrons are carried along even if the band is partly filled.

\section{The same result for a finite translation}

The velocity (\ref{velocity}) is also the rate at which a band centre moves. Differentiating (\ref{hk}) in $k_a$ gives $\langle c|\partial_{k_a}v\rangle=-(\hbar^2/m)k^a_{cv}/\Delta_{cv}$. With this and $\langle c|\dot v\rangle=-\langle c|\dot V|v\rangle/\Delta_{cv}$, equation (\ref{velocity}) becomes
\begin{equation}
v_a=2\,\mathrm{Im}\,\langle\partial_{k_a}\varphi|\dot\varphi\rangle
=\partial_t\big(i\langle\varphi|\partial_{k_a}\varphi\rangle\big)
-\partial_{k_a}\big(i\langle\varphi|\dot\varphi\rangle\big).
\label{berry}
\end{equation}
The term $c=v$ may be included in the first form because it is a product of two imaginary numbers and has no imaginary part. The mixed derivatives cancel in the second form.

Take $a$ along a reciprocal-lattice vector and choose $\psi_{\mathbf k}$ periodic along that line. The last term of (\ref{berry}) then integrates to zero, and the band centre is $\bar x_a=\langle i\langle\varphi|\partial_{k_a}\varphi\rangle\rangle_{\mathbf k}$. A rigid shift turns $\psi_{\mathbf k}(\mathbf r)$ into $\psi_{\mathbf k}(\mathbf r-\mathbf s)$, so that
\begin{equation}
\varphi'_{\mathbf k}(\mathbf r)=e^{-i\mathbf k\cdot\mathbf s}
\varphi_{\mathbf k}(\mathbf r-\mathbf s),
\qquad \bar x'_a=\bar x_a+s_a .
\label{centre}
\end{equation}
The derivative of the phase factor supplies $i(-is_a)=s_a$. The centre of a separate filled band moves by the full translation, whatever its size. Following the motion continuously from $\mathbf s=0$ removes the ambiguity of $\bar x_a$ by a lattice period.

\section{Consequences for forces and polar phonons}

For small fields let $F(\mathbf u,\boldsymbol{\mathcal E})$ be the energy per cell including the field term, with $\Omega P_a=-\partial F/\partial\mathcal E_a$ and force $F_{jb}=-\partial F/\partial u_{jb}$. Equality of the mixed derivatives gives
\begin{equation}
\frac{\partial F_{jb}}{\partial\mathcal E_a}
=\Omega\frac{\partial P_a}{\partial u_{jb}}=eZ^*_{j,ab}.
\label{force}
\end{equation}
The sum rule therefore says that a uniform field exerts no net force, to first order, on a neutral insulating cell.

For a zone-centre phonon, (\ref{rule}) allows any common vector $\mathbf u_0$ to be subtracted:
\begin{equation}
\Omega\,\Delta P_a=e\sum_jZ^*_{j,ab}u_{jb}
=e\sum_jZ^*_{j,ab}(u_{jb}-u_{0b}).
\end{equation}
Relative motion of the sublattices produces the dipole. With two atoms per cell, $Z^*_{2,ab}=-Z^*_{1,ab}$, and one tensor describes the polar optical modes. The uniform acoustic displacement has no dipole. At finite wavelength an acoustic wave also strains the cell, and (\ref{rule}) does not exclude a polarization proportional to strain.

\section{A planar three-ion crystal}

Consider a model crystal MM$'$X with an in-plane cell of $0.50\times0.45$ nm and layer height $0.40$ nm, so $\Omega=0.090$ nm$^3$. M and M$'$ have core charge 1. X is a neutral core that attracts the two electrons of the cell; its other electrons are frozen. Each ion has a Gaussian short-range potential, and the core charges are smeared. The electrons repel through a Hartree field with the charge averaged over the layer height. The parameters and the full tensors are in the numerical output. One band is filled. The gap is 7.4 eV on the $6\times6$ mesh of $\mathbf k$ points used here, which omits the zone centre and edges; the true gap, between band edges that lie on the zone boundary, is 7.29 eV.

The Berry-phase charges come from the core charge and the change of the band centre $\bar x_a$ when one sublattice at a time is slightly displaced. Their $xx$ elements are 1.1015, 1.0046 and $-2.1061$ for M, M$'$ and X, and
\begin{equation}
1.1015+1.0046-2.1061=0.0000 .
\end{equation}
The $xy$ elements also cancel: $-0.0026+0.0138-0.0112=0.0000$. The ions sit at low-symmetry positions, and the tensor of M is not symmetric: its $yx$ element is $-0.0016$. The rule constrains each element of the sum, not the form of a single tensor. If X is held while M and M$'$ move together along $x$, the sum over the moved ions is 2.106, not zero.

No charge was adjusted to satisfy the rule. The largest element of the sum is $6\times10^{-7}$ in size. Self-consistent linear response gives the same charges to within $4\times10^{-6}$. The forces in a uniform field, equation (\ref{force}), agree with linear response to $5\times10^{-9}$. In a further test the whole crystal was moved by $(0.070,0.030)$ nm and solved again; the band centre moved by the same vector to the six decimals printed.

Since $1\,e/\mathrm{nm}^2=16.02\ \mu\mathrm{C/cm}^2$, moving M alone by 0.01 nm along $x$ gives, to first order in the displacement,
\begin{equation}
\Delta P_x=\frac{1.1015\times0.01}{0.090}\times16.02
=1.96\ \mu\mathrm{C/cm}^2 .
\end{equation}
M$'$ alone gives $1.79$ and X alone $-3.75\ \mu\mathrm{C/cm}^2$. Moved together, they leave about $10^{-6}\ \mu\mathrm{C/cm}^2$, which is numerical residue.

To see what the gap does, keep the potential fixed and fill the lower-energy half of the $\mathbf k$ points, which leaves one electron per cell. On the $6\times6$ mesh, matrix elements and numerical band curvature both give $D_{xx}=0.029$. With a total core charge of 1 for neutrality, this would be the charge sum in (\ref{general}): for motion along $x$, a few percent of the electron fails to follow. The coarse mesh samples the edge of the occupied region poorly, so this number is not converged: on fine meshes $D_{xx}$ rises to about 0.038, and $D_{yy}$ is about 0.09. For the full band the same curvature average is $6\times10^{-8}$ in size.

The sum over empty states must also be complete enough. For $a=b$ each term in (\ref{follow}) that leads to an empty band is positive, so leaving out such bands undercounts the electrons that follow. If the full self-consistent potential is shifted rigidly and the sum (\ref{follow}) is cut at 10 empty bands, the charge sum is $0.0048$, and a translation by 0.01 nm produces a false polarization of $0.0085\ \mu\mathrm{C/cm}^2$; with 30 bands this error is below the printed digits. If the cut is made in the self-consistent response of each ion, the screening potential is incomplete too and the sign is no longer fixed: the sum is about $-0.017$ with 10 bands, almost all of it in the charge of X, and about $-1.5\times10^{-4}$ with 30. Subtracting the mean error from every ion would restore the sum, but would not show which individual charge was wrong.

\section{Neglected effects and real dielectrics}

Adding local exchange at fixed geometry changes the $xx$ charge of X from $-2.106$ to $-2.093$, or by 0.6\%. It alters an individual charge; by the covariance argument above it does not alter the rule. Correlation, deformation of the cores and out-of-plane motion are not estimated.

At a phonon frequency $\omega$ the electrons are not perfectly adiabatic. For a perturbation $W\cos\omega t$ the amplitude of state $c$ obeys $i\hbar\dot a=\Delta a+W\cos\omega t$, whose driven solution is
\begin{equation}
a=-W\,\frac{\Delta\cos\omega t-i\hbar\omega\sin\omega t}
{\Delta^2-\hbar^2\omega^2}.
\end{equation}
The part in phase with the motion exceeds its static value $-W/\Delta$ by the factor $\Delta^2/(\Delta^2-\hbar^2\omega^2)$. The electrons therefore overshoot slightly, and the charge sum becomes negative. For $\hbar\omega=0.05$ eV it is $-7\times10^{-5}$, without the feedback of the altered density on the potential; the Hartree feedback reduces it to about $-4.5\times10^{-5}$.

Thermal carriers are negligible in the ideal model: with the mesh gap of 7.4 eV, at 400 K the factor $e^{-E_g/2k_BT}$ is $2\times10^{-47}$, and with the true gap of 7.29 eV it is $1\times10^{-46}$. For tunnelling across the gap in a field $\mathcal E$, take a triangular barrier and the free-electron mass. The exponent is
\begin{equation}
2\int_0^{E_g/e\mathcal E}\frac{\sqrt{2m(E_g-e\mathcal Ex)}}{\hbar}\,dx
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar e\mathcal E},
\end{equation}
which is 276 at 5 MV/cm for the same gap. This estimate is too large, because in a crystal the decay constant falls to zero at both edges of the gap, not at one only. The complex band structure of the model gives exponents of about 165 to 205 along the lines through the zone centre and edges. Even with half the triangular-barrier exponent, band-to-band tunnelling through the perfect model crystal is negligible at that field.

Hafnium oxide, a gate dielectric, has a gap of roughly 5 to 6 eV, somewhat below the model's, and Born charges of roughly $+5$ on hafnium and $-2.5$ on oxygen. The model's metal charges near $+1$ are therefore far from typical of that oxide; they reflect its monovalent cores. Trapped charge in a real film breaks the assumption of a neutral, perfect crystal. Suppose that $10^{19}$ cm$^{-3}$, or $0.01$ nm$^{-3}$, singly charged traps move with the film while the compensating charge stays in the electrodes. Equation (\ref{general}) then gives an average charge sum of magnitude $0.01\times0.090=9\times10^{-4}$ per model cell. This is small beside the individual charges, but larger than the inertial correction above.

\section*{Computed values}
\begin{verbatim}
cell 0.50 x 0.45 nm, layer height 0.40 nm
cell volume 0.0900 nm^3, electrons per cell 2
ion M: core charge 1 e, position (0.03, 0.26) nm
  short-range height 3 eV, width 0.10 nm
ion M': core charge 1 e, position (0.30, 0.02) nm
  short-range height 8 eV, width 0.10 nm
ion X: core charge 0 e, position (0.25, 0.22) nm
  short-range height -36 eV, width 0.09 nm
width of smeared core charge 0.08 nm
plane waves 99, k points 36
band gap on the mesh 7.41 eV
valence band width on the mesh 0.189 eV
Born charges in e, order xx, xy, yx, yy (first index: P)
  Berry phase, M: 1.1015, -0.0026, -0.0016, 0.9570
  Berry phase, M': 1.0046, 0.0138, 0.0123, 0.8857
  Berry phase, X: -2.1061, -0.0112, -0.0107, -1.8427
  linear response, M: 1.1015, -0.0026, -0.0016, 0.9570
  linear response, M': 1.0046, 0.0138, 0.0123, 0.8857
  linear response, X: -2.1061, -0.0112, -0.0107, -1.8427
largest |sum| Berry phase 6.3e-07 e
largest |sum| linear response 1.4e-06 e
largest difference of these two roads 3.9e-06 e
largest difference force road - linear response 5.1e-09 e
largest net force per unit field 1.4e-06 e
rigid translation imposed (0.070, 0.030) nm
band centre moved by (0.070000, 0.030000) nm
relative error of rigidly carried density 2.0e-11
electrons following, xx 2.00000, yy 2.00000
P_x from a shift of 0.01 nm along x, in uC/cm2:
  M alone: 1.961 uC/cm2
  M' alone: 1.788 uC/cm2
  X alone: -3.749 uC/cm2
  |P_x| all together: 1.1e-06 uC/cm2
half-filled band, charge sum xx from matrix elements 0.02904 e
half-filled band, charge sum xx from band curvature 0.02903 e
full band, same curvature average, size 5.6e-08 e
only 10 empty bands kept: charge sum xx 0.0048 e, false P_x 0.0085 uC/cm2
only 30 empty bands kept: charge sum xx 0.0000 e, false P_x 0.0000 uC/cm2
X charge xx with local exchange added -2.0927 e
  change due to exchange 0.0134 e
thermal factor exp(-gap/2kT) at 400 K: 2.0e-47
tunnelling exponent at 5 MV/cm, free mass: 276
charge sum xx from electron inertia at 0.05 eV: -6.7e-05 e
\end{verbatim}
